# Mean Face Count of Voronoi Cells from Euler's Relation: a numerical check

```python
"""
Result under test: for Voronoi cells with three edges at every vertex,
    F = 12 / (6 - n)
F = number of faces of a cell (or its mean over cells),
n = average number of edges per face (over all faces of all cells).
E, V = numbers of edges and vertices; z = 2E/V = mean vertex degree.
Cells are built from atomic positions and counted; lengths are in nm.
The example is a soft-sphere model of amorphous silver in a periodic box.
"""
from collections import Counter
from itertools import combinations, product
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize
from scipy.spatial import Voronoi, cKDTree

LATTICE = 0.409          # rough fcc lattice constant of silver, nm
REPEATS = 5
BOX = REPEATS * LATTICE
DIAMETER = LATTICE / np.sqrt(2)
MARGIN = 1.0             # thickness of the layer of periodic images, nm
FCC = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
grid = np.array(list(product(range(REPEATS), repeat=3)))
crystal = ((grid[:, None] + FCC[None]).reshape(-1, 3) + 0.25) * LATTICE
N = len(crystal)


def formula(n):
    return 12 / (6 - n)


def lattice_cell(basis, cutoff):
    """Voronoi cell of the atom at the origin, from all triples of planes."""
    shifts = np.array(list(product(range(-3, 4), repeat=3)))
    near = (shifts[:, None] + np.array(basis)[None]).reshape(-1, 3)
    dist = np.linalg.norm(near, axis=1)
    near = near[(dist > 1e-9) & (dist < cutoff)]
    half = 0.5 * (near**2).sum(1)
    triples = np.array(list(combinations(range(len(near)), 3)))
    matrices = near[triples]
    good = np.abs(np.linalg.det(matrices)) > 1e-9
    corners = np.linalg.solve(matrices[good], half[triples[good]][..., None])
    corners = corners[..., 0]
    inside = (corners @ near.T <= half + 1e-9).all(1)
    corners = np.unique(np.round(corners[inside], 6) + 0.0, axis=0)
    assert 2 * np.linalg.norm(corners, axis=1).max() < cutoff
    on_plane = np.abs(corners @ near.T - half) < 1e-5
    on_face = on_plane[:, on_plane.sum(0) >= 3].astype(int)
    shared = on_face @ on_face.T
    edges = int((np.triu(shared, 1) >= 2).sum())
    n = on_face.sum() / on_face.shape[1]
    return on_face.shape[1], edges, len(corners), n


def build_cells(sites):
    """Voronoi faces (ordered rings of vertices) of every atom in the box."""
    images = [sites]
    for shift in product((-1, 0, 1), repeat=3):
        if any(shift):
            moved = sites + BOX * np.array(shift)
            keep = ((moved > -MARGIN) & (moved < BOX + MARGIN)).all(1)
            images.append(moved[keep])
    points = np.concatenate(images)
    diagram = Voronoi(points)
    cells = [[] for _ in sites]
    for pair, ring in zip(diagram.ridge_points, diagram.ridge_vertices):
        for atom in pair:
            if atom < len(sites):
                assert -1 not in ring
                cells[atom].append(ring)
    return cells, diagram.vertices, points


def survey(sites):
    """Count each cell and test its topology; test that cells fill the box."""
    sites = sites % BOX
    cells, vertices, points = build_cells(sites)
    faces, sides, area_share, totals = [], [], [], []
    volume = 0.0
    for site, cell in zip(sites, cells):
        edges = Counter(frozenset((ring[k - 1], ring[k]))
                        for ring in cell for k in range(len(ring)))
        assert set(edges.values()) == {2}       # an edge borders two faces
        degree = Counter(v for edge in edges for v in edge)
        assert set(degree.values()) == {3}      # three edges at each vertex
        assert len(degree) - len(edges) + len(cell) == 2
        areas = []
        for ring in cell:
            rel = vertices[ring] - site
            assert 2 * np.sqrt((rel**2).sum(1).max()) < MARGIN
            vector = 0.5 * np.cross(rel, np.roll(rel, -1, axis=0)).sum(0)
            areas.append(np.sqrt(vector @ vector))
            volume += abs(rel[0] @ vector) / 3
        faces.append(len(cell))
        totals.append((len(cell), len(edges), len(degree)))
        sides.extend(len(ring) for ring in cell)
        area_share.extend(np.array(areas) / sum(areas))
    assert abs(volume / BOX**3 - 1) < 1e-7
    faces, sides = np.array(faces), np.array(sides)
    assert abs(faces.mean() - formula(sides.mean())) < 1e-9
    return dict(F=faces, k=sides, share=np.array(area_share), totals=totals,
                cells=cells, vertices=vertices, points=points, sites=sites)


def relax(seed, diameter):
    """Quench random positions under a harmonic repulsion of given range."""
    def energy(flat):
        x = flat.reshape(-1, 3) % BOX
        x[x >= BOX] = 0.0
        pairs = cKDTree(x, boxsize=BOX).query_pairs(
            diameter, output_type='ndarray')
        i, j = pairs.T
        d = x[i] - x[j]
        d -= BOX * np.round(d / BOX)
        r = np.sqrt((d**2).sum(1)) + 1e-15
        overlap = 1 - r / diameter
        push = -(overlap / (diameter * r))[:, None] * d
        slope = np.stack([np.bincount(i, push[:, c], N)
                          - np.bincount(j, push[:, c], N)
                          for c in range(3)], axis=1)
        return 0.5 * (overlap**2).sum(), slope.ravel()

    start = np.random.default_rng(seed).random(3 * N) * BOX
    result = minimize(energy, start, jac=True, method='L-BFGS-B',
                      options=dict(maxiter=800, ftol=1e-13, gtol=1e-6))
    assert np.abs(energy(result.x)[1]).max() < 1e-3   # forces have vanished
    return result.x.reshape(-1, 3) % BOX


def largest_peak(x):
    """Largest structure factor over the wavevectors of the box."""
    m = np.arange(-9, 10)
    wave = np.exp(2j * np.pi * m[:, None, None] * x[None] / BOX)
    plane = (wave[:, None, :, 0] * wave[None, :, :, 1]).reshape(-1, N)
    s = np.abs(plane @ wave[:, :, 2].T)**2 / N
    s = s.reshape(19, 19, 19)
    s[9, 9, 9] = 0
    return s.max()


def solid_angles(ring, site, vertices):
    """Solid angle of a face: from its angles, and by surface quadrature."""
    p = vertices[ring] - site
    u = p / np.linalg.norm(p, axis=1)[:, None]
    angle_sum = 0.0
    for k in range(len(u)):
        a = u[k - 1] - (u[k - 1] @ u[k]) * u[k]
        following = u[(k + 1) % len(u)]
        b = following - (following @ u[k]) * u[k]
        angle_sum += np.arctan2(np.linalg.norm(np.cross(a, b)), a @ b)
    excess = angle_sum - (len(u) - 2) * np.pi
    g, w = np.polynomial.legendre.leggauss(24)
    g, w = (g + 1) / 2, w / 2
    s, t = np.meshgrid(g, g, indexing='ij')
    weight = np.outer(w, w) * s
    integral = 0.0
    for k in range(1, len(p) - 1):
        a, b = p[k] - p[0], p[k + 1] - p[0]
        q = p[0] + s[..., None] * (a + t[..., None] * (b - a))
        r3 = (q**2).sum(-1)**1.5
        integral += abs(p[0] @ np.cross(a, b)) * (weight / r3).sum()
    return excess, integral


# Perfect lattices: the three-edge condition may hold or fail
print("Perfect lattices: F, E, V, n, z, and 12/(6-n) (all pure numbers)")
diamond = np.concatenate([FCC, FCC + 0.25])
lattices = [("simple cubic", [[0, 0, 0]], 1.8),
            ("bcc", [[0, 0, 0], [.5, .5, .5]], 1.2),
            ("fcc", FCC, 1.2), ("diamond", diamond, 1.2)]
for name, basis, cutoff in lattices:
    F, E, V, n = lattice_cell(basis, cutoff)
    z = 2 * E / V
    assert V - E + F == 2
    assert abs(F - 2 / (1 - n / 2 + n / z)) < 1e-9
    assert (abs(F - formula(n)) < 1e-9) == (name in ("simple cubic", "bcc"))
    print(f"  {name}: {F}, {E}, {V}, {n:.4f}, {z:.4f}, {formula(n):.4f}")

# Amorphous packings
packings = [relax(seed, DIAMETER) for seed in (1, 2, 3)]
glasses = [survey(x) for x in packings]
peaks = [largest_peak(x) for x in packings]
crystal_peak = largest_peak(crystal)
assert abs(crystal_peak - N) < 1e-6 * N and max(peaks) < 0.2 * N
print(f"Lattice constant (rough input): {LATTICE:.3f} nm")
print(f"Atoms in box: {N}; box edge: {BOX:.3f} nm")
print(f"Atom density: {N / BOX**3:.2f} nm^-3")
print(f"Range of repulsion: {DIAMETER:.4f} nm")
print(f"Largest structure factor, crystal: {crystal_peak:.1f}")
print(f"Largest structure factor, packings: {max(peaks):.1f}")

# Four atoms, and no more, on the empty sphere around each vertex
first = glasses[0]
tree = cKDTree(first["points"])
used = sorted({v for cell in first["cells"] for ring in cell for v in ring})
corners = first["vertices"][used]
radius = tree.query(corners)[0]
on_sphere = tree.query_ball_point(corners, radius + 1e-9, return_length=True)
assert (on_sphere == 4).all()
print(f"Vertices tested for four nearest atoms: {len(used)}")

# One cell in full, with the solid-angle argument for Euler's relation
cell, site = first["cells"][0], first["sites"][0]
pairs = np.array([solid_angles(r, site, first["vertices"]) for r in cell])
assert np.abs(pairs[:, 0] - pairs[:, 1]).max() < 1e-6
assert abs(pairs[:, 1].sum() - 4 * np.pi) < 1e-6
F, E, V = first["totals"][0]
kinds = Counter(len(ring) for ring in cell)
assert sum((6 - k) * c for k, c in kinds.items()) == 12
print(f"One cell: F = {F}, E = {E}, V = {V}, n = {2 * E / F:.4f}")
print("  its faces, edges:count =",
      ", ".join(f"{k}:{kinds[k]}" for k in sorted(kinds)))
print(f"  sum of face solid angles / 4 pi: {pairs[:, 1].sum()/(4*np.pi):.8f}")

# Means over all cells, and the two ways of averaging n
F_glass = np.concatenate([g["F"] for g in glasses])
k_glass = np.concatenate([g["k"] for g in glasses])
random_points = survey(np.random.default_rng(7).random((N, 3)) * BOX)
for name, F, k in (("Packings", F_glass, k_glass),
                   ("Random points", random_points["F"], random_points["k"])):
    owner = np.repeat(np.arange(len(F)), F)
    n_cell = (np.bincount(owner, k) / F).mean()
    harmonic = 1 / np.mean(1 / F)
    assert abs(formula(n_cell) - harmonic) < 1e-9 and harmonic < F.mean()
    print(f"{name}: cells {len(F)}, mean F = {F.mean():.4f}, "
          f"spread of F = {F.std():.3f}")
    print(f"  n over all faces = {k.mean():.5f}, "
          f"12/(6-n) = {formula(k.mean()):.4f}")
    print(f"  n averaged by cell = {n_cell:.5f}, "
          f"12/(6-n) = {formula(n_cell):.4f}")
print("Packings, percent of faces with k edges:")
print("  " + ", ".join(f"{k}: {100 * np.mean(k_glass == k):.2f}"
                       for k in range(3, k_glass.max() + 1)))
means = np.array([g["F"].mean() for g in glasses])
print("Mean F of the three packings:", ", ".join(f"{m:.3f}" for m in means))
print(f"  standard deviation between packings: {means.std(ddof=1):.3f}")

# Slight disorder turns the 12-faced fcc cell into a mean of 14 faces
rng = np.random.default_rng(11)
noise = rng.normal(size=(N, 3))
tiny = 1e-4
slight = survey(crystal + tiny * noise)
assert abs(slight["F"].mean() - 14) < 0.05
print(f"fcc with {tiny:.0e} nm displacements per axis: "
      f"mean F = {slight['F'].mean():.4f}, n = {slight['k'].mean():.5f}")

# Neglected effects: heat, force law, deletion of small faces
temperature, debye, mass_u = 300.0, 225.0, 107.87
shake = 1e9 * np.sqrt(3 * const.hbar**2 * temperature
                      / (mass_u * const.atomic_mass * const.k * debye**2))
hot_crystal = survey(crystal + shake * noise)
hot_glass = survey(packings[0] + shake * noise)
dF = hot_glass["F"].mean() - first["F"].mean()
dn = hot_glass["k"].mean() - first["k"].mean()
slope = first["F"].mean()**2 / 12
assert abs(dF - slope * dn) <= 0.1 * abs(dF) + 1e-9
print(f"Temperature: {temperature:.0f} K; Debye temperature (rough): "
      f"{debye:.0f} K")
print(f"Thermal displacement per axis (rms): {shake:.4f} nm")
print(f"  fcc crystal at this temperature: mean F = "
      f"{hot_crystal['F'].mean():.3f}, n = {hot_crystal['k'].mean():.4f}")
print(f"  packing 1: change of mean F = {dF:+.4f}, of n = {dn:+.5f}")
print(f"  slope F^2/12 = {slope:.3f}, slope times change of n = "
      f"{slope * dn:+.4f}")
wide = survey(relax(1, 1.05 * DIAMETER))
print(f"Repulsion range 5% larger, same start as packing 1: mean F = "
      f"{wide['F'].mean():.3f}, n = {wide['k'].mean():.4f}")
share = np.concatenate([g["share"] for g in glasses])
kept = share > 0.01
F_kept = kept.sum() / len(F_glass)
n_kept = k_glass[kept].mean()
assert formula(n_kept) > F_kept
print("Faces below 1% of the cell surface deleted, edges not re-counted:")
print(f"  deleted: {100 * np.mean(~kept):.2f} percent of faces, "
      f"with {k_glass[~kept].mean():.3f} edges on average")
print(f"  mean F left = {F_kept:.4f}, n left = {n_kept:.5f}, "
      f"12/(6-n) = {formula(n_kept):.4f}")
print("checks complete")
```

Running it gives:

```
Perfect lattices: F, E, V, n, z, and 12/(6-n) (all pure numbers)
  simple cubic: 6, 12, 8, 4.0000, 3.0000, 6.0000
  bcc: 14, 36, 24, 5.1429, 3.0000, 14.0000
  fcc: 12, 24, 14, 4.0000, 3.4286, 6.0000
  diamond: 16, 30, 16, 3.7500, 3.7500, 5.3333
Lattice constant (rough input): 0.409 nm
Atoms in box: 500; box edge: 2.045 nm
Atom density: 58.46 nm^-3
Range of repulsion: 0.2892 nm
Largest structure factor, crystal: 500.0
Largest structure factor, packings: 44.8
Vertices tested for four nearest atoms: 4257
One cell: F = 13, E = 33, V = 22, n = 5.0769
  its faces, edges:count = 4:3, 5:6, 6:4
  sum of face solid angles / 4 pi: 1.00000000
Packings: cells 1500, mean F = 14.1800, spread of F = 1.116
  n over all faces = 5.15374, 12/(6-n) = 14.1800
  n averaged by cell = 5.14846, 12/(6-n) = 14.0921
Random points: cells 500, mean F = 15.4920, spread of F = 3.208
  n over all faces = 5.22541, 12/(6-n) = 15.4920
  n averaged by cell = 5.18976, 12/(6-n) = 14.8105
Packings, percent of faces with k edges:
  3: 3.93, 4: 18.61, 5: 42.13, 6: 29.56, 7: 5.12, 8: 0.57, 9: 0.07, 10: 0.01
Mean F of the three packings: 14.144, 14.200, 14.196
  standard deviation between packings: 0.031
fcc with 1e-04 nm displacements per axis: mean F = 14.0000, n = 5.14286
Temperature: 300 K; Debye temperature (rough): 225 K
Thermal displacement per axis (rms): 0.0089 nm
  fcc crystal at this temperature: mean F = 14.036, n = 5.1451
  packing 1: change of mean F = +0.0000, of n = +0.00000
  slope F^2/12 = 16.671, slope times change of n = +0.0000
Repulsion range 5% larger, same start as packing 1: mean F = 14.100, n = 5.1489
Faces below 1% of the cell surface deleted, edges not re-counted:
  deleted: 10.37 percent of faces, with 3.693 edges on average
  mean F left = 12.7100, n left = 5.32263, 12/(6-n) = 17.7157
checks complete
```
